# Second-harmonic tensors of four point groups, with and without Kleinman symmetry: a numerical check

```python
"""Second-harmonic tensors of the point groups -43m, 6mm, 32 and 422.

Result under test: with chi_ijk = chi_ikj these groups allow 1, 3, 2 and 1
independent elements; full permutation (Kleinman) symmetry leaves 1, 2, 1, 0.
The allowed tensors are given by field maps P(E), with P_i = chi_ijk E_j E_k.
Kleinman symmetry is exact only at zero frequency: the 422 response of a
real quantum system starts as the square of the photon energy.

Axes: cube axes for -43m; z is the main axis of the other groups; y -> -y is
a mirror of 6mm; x is a twofold axis of 32 and 422.
Clusters: one electron (charge -e) on sites, energies in eV, lengths in
angstrom, fields in V/angstrom, beta in e angstrom^3/V^2.
Field F exp(-iwt) + c.c. gives dipole p exp(-2iwt) + c.c., p_i = beta_ijk F_j F_k.
"""
from itertools import permutations, product
import numpy as np

NAMES = ["".join(t) for t in product("xyz", repeat=3)]


def rotation_z(order):
    angle = 2 * np.pi / order
    c, s = np.cos(angle), np.sin(angle)
    return np.array([[c, -s, 0], [s, c, 0], [0, 0, 1.0]])


def close_group(generators):
    elements = [np.eye(3)]
    for element in elements:          # the list grows while it is scanned
        for generator in generators:
            new = generator @ element
            if not any(np.allclose(new, old, atol=1e-8) for old in elements):
                elements.append(new)
    return elements


def permutation_average(orders):
    unit = np.eye(27).reshape(3, 3, 3, 27)
    return sum(unit.transpose(tuple(o) + (3,)).reshape(27, 27)
               for o in orders) / len(orders)


def map_to_tensor(field_map):
    """Tensor symmetric in its last two indices from a quadratic map P(E)."""
    e = np.eye(3)
    tensor = np.zeros((3, 3, 3))
    for j in range(3):
        for k in range(3):
            tensor[:, j, k] = (np.array(field_map(*(e[j] + e[k])))
                               - np.array(field_map(*e[j]))
                               - np.array(field_map(*e[k]))) / 2
    return tensor.ravel()


def span_projector(maps):
    if not maps:
        return np.zeros((27, 27))
    q, _ = np.linalg.qr(np.array([map_to_tensor(m) for m in maps]).T)
    return q @ q.T


def relations(projector):
    """Read the equalities between elements off the projector columns."""
    seen, found = set(), []
    for a in range(27):
        if projector[a, a] > 1e-9 and a not in seen:
            column = projector[:, a] / projector[a, a]
            members = np.flatnonzero(abs(column) > 1e-9).tolist()
            assert np.allclose(abs(column[members]), 1)
            seen.update(members)
            found.append(" = ".join(("-" if column[m] < 0 else "") + NAMES[m]
                                    for m in members))
    return found


twofold_x = np.diag([1.0, -1.0, -1.0])
mirror_y = np.diag([1.0, -1.0, 1.0])
threefold_111 = np.array([[0, 0, 1.0], [1, 0, 0], [0, 1, 0]])
GENERATORS = {"-43m": [-rotation_z(4), threefold_111],
              "6mm": [rotation_z(6), mirror_y],
              "32": [rotation_z(3), twofold_x],
              "422": [rotation_z(4), twofold_x]}


def cubic(x, y, z): return (2*y*z, 2*z*x, 2*x*y)
def axial_zz(x, y, z): return (0, 0, z*z)
def axial_perp(x, y, z): return (0, 0, x*x + y*y)
def radial(x, y, z): return (2*x*z, 2*y*z, 0)
def radial_full(x, y, z): return (2*x*z, 2*y*z, x*x + y*y)
def threefold(x, y, z): return (x*x - y*y, -2*x*y, 0)
def twist(x, y, z): return (2*y*z, -2*x*z, 0)


ALLOWED = {"-43m": [cubic], "6mm": [axial_zz, axial_perp, radial],
           "32": [threefold, twist], "422": [twist]}
KLEINMAN = {"-43m": [cubic], "6mm": [axial_zz, radial_full],
            "32": [threefold], "422": []}

sym_jk = permutation_average([(0, 1, 2), (0, 2, 1)])
sym_all = permutation_average(list(permutations(range(3))))
groups, shg_projector, kleinman_projector = {}, {}, {}

print("Sums per operation: a = jk symmetry, b = full symmetry")
for name, generators in GENERATORS.items():
    group = groups[name] = close_group(generators)
    average = sum(np.kron(R, np.kron(R, R)) for R in group) / len(group)
    shg = shg_projector[name] = average @ sym_jk
    full = kleinman_projector[name] = average @ sym_all
    assert np.allclose(shg @ shg, shg) and np.allclose(full @ full, full)
    # the hand-derived field maps must span exactly the projected space
    assert np.allclose(shg, span_projector(ALLOWED[name]), atol=1e-10)
    assert np.allclose(full, span_projector(KLEINMAN[name]), atol=1e-10)
    classes, total_jk, total_full = {}, 0.0, 0.0
    for R in group:
        c1, c2, c3 = np.trace(R), np.trace(R @ R), np.trace(R @ R @ R)
        a = c1 * (c1**2 + c2) / 2
        b = (c1**3 + 3*c1*c2 + 2*c3) / 6
        total_jk, total_full = total_jk + a, total_full + b
        key = tuple(int(round(v)) for v in (np.linalg.det(R), c1, a, b))
        classes[key] = classes.get(key, 0) + 1
    assert np.isclose(total_jk / len(group), np.trace(shg))
    assert np.isclose(total_full / len(group), np.trace(full), atol=1e-9)
    print(f"{name}: order {len(group)}, independent {np.trace(shg):.0f}, "
          f"with Kleinman {abs(np.trace(full)):.0f}")
    for (det, trace, a, b), number in classes.items():
        print(f"  {number} ops, det {det:+d}, trace {trace:+d}: a={a}, b={b}")
    for line in relations(shg):
        print("  allowed:", line)
    print("  Kleinman:", "; ".join(relations(full)) or "none")

trial = np.zeros(27)
trial[[NAMES.index("xyz"), NAMES.index("xzy")]] = 1
projected = shg_projector["422"] @ trial
print("422 projection of unit xyz=xzy: xyz %.2f, yxz %.2f"
      % (projected[NAMES.index("xyz")], projected[NAMES.index("yxz")]))

# ---- one electron on clusters that carry each point group ----
SEEDS = np.array([[2.0, 0.8, 1.4], [1.0, 2.6, -0.6]])
SITE_ENERGY = [0.0, 1.0]
HOPPING, DECAY = 4.0, 1.5


def cluster(group):
    sites = np.array([R @ seed for seed in SEEDS for R in group])
    distance = np.linalg.norm(sites[:, None] - sites[None], axis=2)
    hamiltonian = -HOPPING * np.exp(-distance / DECAY)
    np.fill_diagonal(hamiltonian, np.repeat(SITE_ENERGY, len(group)))
    return hamiltonian, -sites.T      # dipole of a charge -e, site basis


def excitation_gap(hamiltonian):
    levels = np.linalg.eigvalsh(hamiltonian)
    return levels[1] - levels[0]


def beta(hamiltonian, dipole, photon):
    """Second-order perturbation theory for the dipole at twice the frequency."""
    levels, states = np.linalg.eigh(hamiltonian)
    mu = np.array([states.T @ (d[:, None] * states) for d in dipole])
    mu -= mu[:, 0, 0][:, None, None] * np.eye(len(levels))
    v, m, gaps = mu[:, 0, 1:], mu[:, 1:, 1:], levels[1:] - levels[0]

    def g(energy):
        return 1 / (gaps - energy)
    w = photon
    t = np.einsum("ia,jab,kb->ijk", v * g(2*w), m, v * g(w))
    t += np.einsum("ja,iab,kb->ijk", v * g(-w), m, v * g(w))
    t += np.einsum("ja,kab,ib->ijk", v * g(-w), m, v * g(-2*w))
    return (t + t.transpose(0, 2, 1)) / 2


def floquet_dipole(hamiltonian, dipole, field, photon):
    """Dipole at twice the frequency from the periodic steady state."""
    n_site, photons = len(hamiltonian), np.arange(-3, 4)
    ladder = np.eye(7, k=1) + np.eye(7, k=-1)
    matrix = (np.kron(np.eye(7), hamiltonian)
              - photon * np.kron(np.diag(photons), np.eye(n_site))
              - np.kron(ladder, np.diag(field @ dipole)))
    ground = np.linalg.eigh(hamiltonian)[1][:, 0]
    vectors = np.linalg.eigh(matrix)[1]
    overlap = ground @ vectors[3*n_site:4*n_site]
    harmonics = vectors[:, np.argmax(abs(overlap))].reshape(7, n_site)
    return np.einsum("ns,is,ns->i", harmonics[:-2], dipole, harmonics[2:])


print("Site seeds (angstrom):", SEEDS[0].tolist(), SEEDS[1].tolist())
print(f"Site energies {SITE_ENERGY} eV, hopping -{HOPPING} eV exp(-r/{DECAY} A)")
print("beta in e A^3/V^2: static, then at photon energy 0.2 gap")
for name, group in groups.items():
    h, mu_site = cluster(group)
    gap = excitation_gap(h)
    static = beta(h, mu_site, 0.0).ravel()
    driven = beta(h, mu_site, 0.2 * gap).ravel()
    scale = max(1.0, abs(driven).max())
    assert abs(driven - shg_projector[name] @ driven).max() < 1e-9 * scale
    assert abs(static - kleinman_projector[name] @ static).max() < 1e-9 * scale
    print(f"{name} cluster: {len(h)} sites, gap {gap:.4f} eV")
    for line in relations(shg_projector[name]):
        label = line.split(" = ")[0]
        s, d = static[NAMES.index(label)], driven[NAMES.index(label)]
        assert abs(d) > 1e-6          # every allowed element really occurs
        print(f"  {label}: {round(s, 5) + 0.0:.5f}, {d:.5f}")

# static energy: W(F) contains -beta_xxx F^3 / 3 for a field along x in 32
h, mu_site = cluster(groups["32"])
f = 2e-3
energies = [np.linalg.eigvalsh(h - np.diag(s * f * mu_site[0]))[0] for s in (1, -1)]
from_energy = -3 * (energies[0] - energies[1]) / (2 * f**3)
from_formula = beta(h, mu_site, 0.0)[0, 0, 0]
# tolerance covers the next odd order in the field and rounding
assert abs(from_energy - from_formula) < 1e-2 * abs(from_formula)
print(f"32 static xxx from field energy: {from_energy:.4f} e A^3/V^2")

# growth of the 422 response with photon energy
h, mu_site = cluster(groups["422"])
gap = excitation_gap(h)
for fraction in (0.05, 0.1, 0.2, 0.3):
    w = fraction * gap
    value = beta(h, mu_site, w)[0, 1, 2]
    print(f"422 at {fraction:.2f} gap = {w:.4f} eV: xyz {value:.6f} e A^3/V^2")
ratio = beta(h, mu_site, 0.01*gap)[0, 1, 2] / beta(h, mu_site, 0.005*gap)[0, 1, 2]
assert abs(ratio - 4) < 0.04          # fourth-order dispersion is still present
print(f"422 xyz ratio, 0.010 gap to 0.005 gap: {ratio:.4f}")

# independent dynamic check, extrapolated to zero field amplitude
w, direction, f = 0.2 * gap, np.array([1.0, 2.0, 2.0]) / 3, 2e-3
coarse = floquet_dipole(h, mu_site, f * direction, w) / f**2
fine = floquet_dipole(h, mu_site, f/2 * direction, w) / (f/2)**2
steady = (4 * fine - coarse) / 3
b_xyz = beta(h, mu_site, w)[0, 1, 2]
expected = b_xyz * np.array(twist(*direction))
# tolerance covers higher field orders and rounding in the small dipole
assert abs(steady - expected).max() < 5e-3 * abs(b_xyz)
print("422, field along (1,2,2)/3, 0.2 gap: p/F^2 in e A^3/V^2")
print("  Floquet:", " ".join(f"{round(v, 5) + 0.0:.5f}" for v in steady))
print("  formula:", " ".join(f"{round(v, 5) + 0.0:.5f}" for v in expected))
print("tests ok")
```

It prints:

```
Sums per operation: a = jk symmetry, b = full symmetry
-43m: order 24, independent 1, with Kleinman 1
  1 ops, det +1, trace +3: a=18, b=10
  6 ops, det -1, trace -1: a=0, b=0
  8 ops, det +1, trace +0: a=0, b=1
  3 ops, det +1, trace -1: a=-2, b=-2
  6 ops, det -1, trace +1: a=2, b=2
  allowed: xyz = xzy = yxz = yzx = zxy = zyx
  Kleinman: xyz = xzy = yxz = yzx = zxy = zyx
6mm: order 12, independent 3, with Kleinman 2
  1 ops, det +1, trace +3: a=18, b=10
  2 ops, det +1, trace +2: a=4, b=1
  6 ops, det -1, trace +1: a=2, b=2
  2 ops, det +1, trace +0: a=0, b=1
  1 ops, det +1, trace -1: a=-2, b=-2
  allowed: xxz = xzx = yyz = yzy
  allowed: zxx = zyy
  allowed: zzz
  Kleinman: xxz = xzx = yyz = yzy = zxx = zyy; zzz
32: order 6, independent 2, with Kleinman 1
  1 ops, det +1, trace +3: a=18, b=10
  2 ops, det +1, trace +0: a=0, b=1
  3 ops, det +1, trace -1: a=-2, b=-2
  allowed: xxx = -xyy = -yxy = -yyx
  allowed: xyz = xzy = -yxz = -yzx
  Kleinman: xxx = -xyy = -yxy = -yyx
422: order 8, independent 1, with Kleinman 0
  1 ops, det +1, trace +3: a=18, b=10
  2 ops, det +1, trace +1: a=0, b=0
  5 ops, det +1, trace -1: a=-2, b=-2
  allowed: xyz = xzy = -yxz = -yzx
  Kleinman: none
422 projection of unit xyz=xzy: xyz 0.50, yxz -0.50
Site seeds (angstrom): [2.0, 0.8, 1.4] [1.0, 2.6, -0.6]
Site energies [0.0, 1.0] eV, hopping -4.0 eV exp(-r/1.5 A)
beta in e A^3/V^2: static, then at photon energy 0.2 gap
-43m cluster: 48 sites, gap 12.9268 eV
  xyz: -0.01892, -0.02435
6mm cluster: 24 sites, gap 6.4217 eV
  xxz: 0.02841, 0.03339
  zxx: 0.02841, 0.03149
  zzz: 0.01835, 0.01994
32 cluster: 12 sites, gap 2.7641 eV
  xxx: 0.71947, 0.90364
  xyz: 0.00000, 0.01225
422 cluster: 16 sites, gap 3.8464 eV
  xyz: 0.00000, -0.00048
32 static xxx from field energy: 0.7195 e A^3/V^2
422 at 0.05 gap = 0.1923 eV: xyz -0.000023 e A^3/V^2
422 at 0.10 gap = 0.3846 eV: xyz -0.000098 e A^3/V^2
422 at 0.20 gap = 0.7693 eV: xyz -0.000485 e A^3/V^2
422 at 0.30 gap = 1.1539 eV: xyz -0.001628 e A^3/V^2
422 xyz ratio, 0.010 gap to 0.005 gap: 4.0019
422, field along (1,2,2)/3, 0.2 gap: p/F^2 in e A^3/V^2
  Floquet: -0.00043 0.00022 0.00000
  formula: -0.00043 0.00022 0.00000
tests ok
```
